# Reading error of a one-point-calibrated Wien pyrometer with a wrong wavelength: test program

```python
# Result under test: a Wien pyrometer calibrated at one temperature T_cal,
# using a wavelength (1 + delta) times its true effective wavelength, reads
#     T_read = T / (1 - delta*(T/T_cal - 1))
# at true temperature T. For delta = 0.01, T_cal = 850 K, T = 1300 K
# this is about 7 K high, independent of wavelength.
# Symbols: c2 = h c / k (nm K); wavelengths in nm; temperatures in K.
# Readings are simulated by root finding on the instrument's Wien curve.
import numpy as np
from scipy.constants import h, c, k, e
from scipy.optimize import brentq
from scipy.integrate import quad

c2 = h * c / k * 1e9
T_cal, T_hot, delta = 850.0, 1300.0, 0.01
lam = 950.0


def wien(wavelength, T):
    return wavelength**-5.0 * np.exp(-c2 / (wavelength * T))


def planck(wavelength, T):
    return wavelength**-5.0 / np.expm1(c2 / (wavelength * T))


def read_temperature(signal_ratio, assumed_wavelength, T_assumed_cal=T_cal):
    """Temperature whose Wien signal, relative to calibration, fits the ratio."""
    def mismatch(T):
        model = wien(assumed_wavelength, T) / wien(assumed_wavelength, T_assumed_cal)
        return np.log(model) - np.log(signal_ratio)
    return brentq(mismatch, 400.0, 3000.0, xtol=1e-10, rtol=1e-13)


def formula_reading(T, d):
    return T / (1.0 - d * (T / T_cal - 1.0))


# Closed formula against simulated readings: wavelengths, temperatures, signs
for wavelength in (650.0, 950.0, 1550.0):
    for T in (700.0, 850.0, 1000.0, 1300.0):
        for d in (-0.01, 0.01):
            ratio = wien(wavelength, T) / wien(wavelength, T_cal)
            reading = read_temperature(ratio, (1 + d) * wavelength)
            assert abs(reading - formula_reading(T, d)) < 1e-6
            if T != T_cal:
                assert np.sign(reading - T) == np.sign(d * (T - T_cal))

# Main example
ratio_hot = wien(lam, T_hot) / wien(lam, T_cal)
T_read = read_temperature(ratio_hot, (1 + delta) * lam)
error = T_read - T_hot
u = T_hot / T_cal - 1.0
first_order = delta * T_hot * u
second_order = T_hot * (delta * u)**2
assert 6.5 < error < 7.5
# the remainder is third order, about 2e-4 K
assert abs(error - first_order - second_order) < 1e-3
T_low = 700.0
ratio_low = wien(lam, T_low) / wien(lam, T_cal)
error_low = read_temperature(ratio_low, (1 + delta) * lam) - T_low

# Planck instead of Wien, with the correct wavelength
planck_ratio = planck(lam, T_hot) / planck(lam, T_cal)
planck_shift = read_temperature(planck_ratio, lam) - T_hot
kelvin_per_log = lam * T_hot**2 / c2
planck_estimate = kelvin_per_log * np.exp(-c2 / (lam * T_hot))
assert abs(planck_shift / planck_estimate - 1) < 0.01

# Gaussian filter of finite width
fwhm = 20.0
sigma = fwhm / (2 * np.sqrt(2 * np.log(2)))
grid = np.linspace(lam - 7 * sigma, lam + 7 * sigma, 2001)
filter_curve = np.exp(-0.5 * ((grid - lam) / sigma)**2)


def band_signal(law, T):
    return np.sum(filter_curve * law(grid, T)) * (grid[1] - grid[0])


def mean_inverse_wavelength(inverse_T):
    weight = filter_curve * wien(grid, 1.0 / inverse_T)
    return np.sum(weight / grid) / np.sum(weight)


inv_cal, inv_hot = 1 / T_cal, 1 / T_hot
log_band = np.log(band_signal(wien, T_hot) / band_signal(wien, T_cal))
lam_eff = -c2 * (inv_hot - inv_cal) / log_band
averaged = quad(mean_inverse_wavelength, inv_hot, inv_cal)[0] / (inv_cal - inv_hot)
assert abs(lam_eff - 1 / averaged) < 1e-5
inv_mean = 0.5 * (inv_cal + inv_hot)
shift_formula = sigma**2 * (c2 * inv_mean / lam**2 - 6 / lam)
assert abs(lam_eff - lam - shift_formula) < 0.02
band_ratio = band_signal(planck, T_hot) / band_signal(planck, T_cal)
band_error = read_temperature(band_ratio, (1 + delta) * lam) - T_hot
delta_band = (1 + delta) * lam / (lam + shift_formula) - 1
# tolerance covers the Planck term and higher orders in filter width
assert abs(band_error - (formula_reading(T_hot, delta_band) - T_hot)) < 0.02

# Neglected changes of signal, each with the correct wavelength
n_cal, n_hot = 3.8, 4.0          # rough refractive indices of hot silicon
emis_cal = 1 - ((n_cal - 1) / (n_cal + 1))**2
emis_hot = 1 - ((n_hot - 1) / (n_hot + 1))**2
window_factor = 0.98             # assumed transmission change
T_lamp, leak = 2500.0, 5e-5      # assumed filament temperature and leak
stray = leak * planck(lam, T_lamp) / (emis_hot * planck(lam, T_hot))
factors = {"emissivity": emis_hot / emis_cal,
           "window": window_factor, "lamp": 1 + stray}
shifts = {}
for name, factor in factors.items():
    shifts[name] = read_temperature(factor * ratio_hot, lam) - T_hot
    # second-order term of the reading is below 0.02 K here
    assert abs(shifts[name] - kelvin_per_log * np.log(factor)) < 0.02
combined = read_temperature(factors["emissivity"] * ratio_hot,
                            (1 + delta) * lam) - T_hot

# True calibration temperature 1 K above the assumed one
dT_cal = 1.0
ratio_miscal = wien(lam, T_hot) / wien(lam, T_cal + dT_cal)
miscal_shift = read_temperature(ratio_miscal, lam) - T_hot
assert abs(miscal_shift + (T_hot / T_cal)**2 * dT_cal) < 0.02

# Opacity of the wafer, from a low estimate of its absorption
absorption, thickness = 150.0, 0.0725   # 1/cm (rough), cm
transmittance = np.exp(-absorption * thickness)
photon_energy = h * c / (lam * 1e-9) / e
assert transmittance < 1e-3

print(f"c2 = {c2:.5e} nm K")
print(f"Calibration temperature = {T_cal:.0f} K")
print(f"True wafer temperature = {T_hot:.0f} K")
print(f"True effective wavelength = {lam:.1f} nm")
print(f"Assumed wavelength = {(1 + delta) * lam:.1f} nm")
print(f"1/T at calibration = {inv_cal:.6e} 1/K")
print(f"1/T of hot wafer = {inv_hot:.6e} 1/K")
print(f"1/T of reading = {1 / T_read:.6e} 1/K")
print(f"Log of signal ratio hot/calibration = {np.log(ratio_hot):.4f}")
print(f"Signal ratio hot/calibration = {ratio_hot:.1f}")
print(f"T/T_cal - 1 = {u:.5f}")
print(f"Pyrometer reading = {T_read:.2f} K")
print(f"Reading error = {error:+.2f} K")
print(f"First-order error = {first_order:+.2f} K")
print(f"Second-order term = {second_order:+.3f} K")
print(f"Reading error at {T_low:.0f} K = {error_low:+.2f} K")
print(f"c2/(lambda T) for hot wafer = {c2 / (lam * T_hot):.3f}")
print(f"Planck correction to reading = {planck_shift:+.5f} K")
print(f"Filter full width at half maximum = {fwhm:.1f} nm")
print(f"Filter standard deviation = {sigma:.3f} nm")
print(f"Mean effective wavelength of filter = {lam_eff:.3f} nm")
print(f"Effective shift, narrow-filter formula = {shift_formula:.3f} nm")
print(f"Error if 1 percent is from filter centre = {band_error:+.2f} K")
print(f"Reading shift per unit log signal = {kelvin_per_log:.1f} K")
print(f"Rough silicon index at 850 K = {n_cal:.1f}")
print(f"Rough silicon index at 1300 K = {n_hot:.1f}")
print(f"Emissivity at 850 K = {emis_cal:.4f}")
print(f"Emissivity at 1300 K = {emis_hot:.4f}")
print(f"Shift from emissivity change alone = {shifts['emissivity']:+.2f} K")
print(f"Error, wavelength and emissivity together = {combined:+.2f} K")
print(f"Assumed window transmission factor = {window_factor:.2f}")
print(f"Shift from window loss alone = {shifts['window']:+.2f} K")
print(f"Assumed lamp filament temperature = {T_lamp:.0f} K")
print(f"Assumed leaked fraction of lamp radiance = {leak:.1e}")
print(f"Stray light relative to wafer signal = {100 * stray:.2f} percent")
print(f"Shift from lamp light alone = {shifts['lamp']:+.2f} K")
print(f"True minus assumed calibration temperature = {dT_cal:+.1f} K")
print(f"Shift from calibration error alone = {miscal_shift:+.2f} K")
print(f"Photon energy = {photon_energy:.3f} eV")
print(f"Rough silicon absorption coefficient = {absorption:.0f} 1/cm")
print(f"Wafer thickness = {thickness * 1e4:.0f} um")
print(f"Upper estimate of wafer transmittance = {transmittance:.1e}")
print("PASS")
```

Running it gives:

```
c2 = 1.43878e+07 nm K
Calibration temperature = 850 K
True wafer temperature = 1300 K
True effective wavelength = 950.0 nm
Assumed wavelength = 959.5 nm
1/T at calibration = 1.176471e-03 1/K
1/T of hot wafer = 7.692308e-04 1/K
1/T of reading = 7.651584e-04 1/K
Log of signal ratio hot/calibration = 6.1677
Signal ratio hot/calibration = 477.1
T/T_cal - 1 = 0.52941
Pyrometer reading = 1306.92 K
Reading error = +6.92 K
First-order error = +6.88 K
Second-order term = +0.036 K
Reading error at 700 K = -1.23 K
c2/(lambda T) for hot wafer = 11.650
Planck correction to reading = +0.00097 K
Filter full width at half maximum = 20.0 nm
Filter standard deviation = 8.493 nm
Mean effective wavelength of filter = 950.662 nm
Effective shift, narrow-filter formula = 0.663 nm
Error if 1 percent is from filter centre = +6.43 K
Reading shift per unit log signal = 111.6 K
Rough silicon index at 850 K = 3.8
Rough silicon index at 1300 K = 4.0
Emissivity at 850 K = 0.6597
Emissivity at 1300 K = 0.6400
Shift from emissivity change alone = -3.38 K
Error, wavelength and emissivity together = +3.47 K
Assumed window transmission factor = 0.98
Shift from window loss alone = -2.25 K
Assumed lamp filament temperature = 2500 K
Assumed leaked fraction of lamp radiance = 5.0e-05
Stray light relative to wafer signal = 2.10 percent
Shift from lamp light alone = +2.32 K
True minus assumed calibration temperature = +1.0 K
Shift from calibration error alone = -2.33 K
Photon energy = 1.305 eV
Rough silicon absorption coefficient = 150 1/cm
Wafer thickness = 725 um
Upper estimate of wafer transmittance = 1.9e-05
PASS
```
